\section*{Uniform Core Stress in a Coherent Core-Shell Cylinder with Dilational Misfit, part 2}

A long circular wire has a core of radius $a$ and a concentric shell of outer radius $b$. Both are isotropic, with Young's modulus $E$, Poisson ratio $\nu$ and Lam\'e constants $\lambda$, $\mu$. Free of stress, the core would be larger than the shell lattice by the fraction $m$ in all directions. The interface is coherent, the side surface is free, and the wire carries no net axial force or bending moment. Tension is positive. With
\begin{equation}
f=\frac{a^2}{b^2},\qquad M=\frac{E}{1-\nu},\qquad S=Mm,
\label{eq:defs}
\end{equation}
the core stress far from the ends is claimed to be
\begin{equation}
\boxed{\;\sigma_{rr}=\sigma_{\theta\theta}=-\frac{S}{2}(1-f),\qquad \sigma_{zz}=-S(1-f)\;}
\label{eq:result}
\end{equation}

Total strains $\varepsilon_{ij}$ are measured from the unstrained shell lattice; the core's elastic strain is $\varepsilon_{ij}-m\delta_{ij}$. The displacements are $u_r=u(r)$ and $u_z=ez$, with $e$ common to both regions and $u=Ar$ in the core. Radial equilibrium reads
\begin{equation}
\frac{d(r\sigma_{rr})}{dr}=\sigma_{\theta\theta}
\quad\Longleftrightarrow\quad
\frac{d\sigma_{rr}}{dr}+\frac{\sigma_{rr}-\sigma_{\theta\theta}}{r}=0 .
\label{eq:equil}
\end{equation}

Stage 1, the bar model, tied two bars of area fractions $f$ and $1-f$ to equal length, without sideways forces. It gave $e=fm$ and
\begin{equation}
\sigma_{\text{core}}=-Em(1-f),\qquad \sigma_{\text{shell}}=Emf .
\label{eq:bars}
\end{equation}

Stage 2 embedded the core in an unlimited matrix at $e=0$. Outside the core this embedded field has $u=D/r$, with $2\mu D=Sa^2/2$, radial and hoop stresses $\mp(S/2)a^2/r^2$, and no axial stress.

Stage 3 freed the surface $r=b$, still at $e=0$, by adding the uniform dilation $u=C_1r$. It has $\sigma_{rr}=\sigma_{\theta\theta}=2(\lambda+\mu)C_1=Sf/2$ everywhere, where
\begin{align}
\lambda+\mu&=\frac{E[\nu+\tfrac12(1-2\nu)]}{(1+\nu)(1-2\nu)}=\frac{E}{2(1+\nu)(1-2\nu)},\label{eq:lm}
\end{align}
This established the transverse part of \eqref{eq:result}. With the extension blocked, the axial stress is
\begin{equation}
\sigma_{zz}^{(e=0)}=
\begin{cases}-S(1-\nu f)&\text{core},\\ \nu Sf&\text{shell}.\end{cases}
\label{eq:blocked}
\end{equation}

The model wire has $E=140$ GPa, $\nu=0.30$, $m=0.010$, $a=20$ nm and $b=40$ nm, so $f=0.25$, $M=200$ GPa and $S=2.0$ GPa. Its blocked axial core stress is $-1.85$ GPa.

\subsection{Stage 4: no net axial force}

Blocking the extension requires a force on the ends. Its average over the cross-section is
\begin{align}
\langle\sigma_{zz}\rangle&=f[-S(1-\nu f)]+(1-f)\nu Sf\nonumber\\
&=-Sf+\nu Sf^2+\nu Sf-\nu Sf^2\nonumber\\
&=-(1-\nu)Sf=-Emf .
\label{eq:force}
\end{align}
A wire with free ends cannot sustain this force. Superpose a uniaxial tension $Emf$ over the whole section. As before, equal elastic constants make the wire homogeneous for this extra load. The tension produces the axial strain
\begin{equation}
e=\frac{Emf}{E}=fm
\label{eq:e}
\end{equation}
and the lateral contraction $u=-\nu fm\,r$. The contraction is the same in core and shell, so no transverse stress arises and the interface stays coherent. The axial core stress becomes
\begin{equation}
\sigma_{zz}=-S(1-\nu f)+(1-\nu)Sf=-S(1-f),
\label{eq:axial}
\end{equation}
and the axial shell stress becomes
\begin{equation}
\sigma_{zz}=\nu Sf+(1-\nu)Sf=Sf .
\label{eq:axialshell}
\end{equation}
This completes the derivation of \eqref{eq:result}. The strain $e=fm$ is the one found for two parallel bars. At $\nu=0$, where $S=Em$, both axial stresses also reduce to the bar result \eqref{eq:bars}.

The release removes the $\nu$ that stood beside $f$ in the blocked case. For the model parameters it adds $140\times0.010\times0.25=0.35$ GPa, which takes the axial core stress from $-1.85$ to $-1.50$ GPa. The boundary condition at the ends thus changes the axial law, while the transverse core stress stays as it was.

\subsection{The shell, and two checks of balance}

The transverse shell stresses are the embedded field plus the uniform tension $Sf/2$. Altogether the shell carries
\begin{equation}
\sigma_{rr}=\frac S2\left(f-\frac{a^2}{r^2}\right),\quad
\sigma_{\theta\theta}=\frac S2\left(f+\frac{a^2}{r^2}\right),\quad
\sigma_{zz}=Sf .
\label{eq:shell}
\end{equation}
At $r=b$ the radial stress vanishes. At $r=a$ it equals $-(S/2)(1-f)$, as in the core. The hoop stress jumps there from $-(S/2)(1-f)$ to $(S/2)(1+f)$, a step of $S$. The axial stress jumps from $-S(1-f)$ to $Sf$, also by $S$. These jumps are allowed, because neither component exerts a force across the interface.

The axial force balances: $-fS(1-f)+(1-f)Sf=0$. A similar balance holds in the plane. From the equilibrium condition \eqref{eq:equil}, $\sigma_{\theta\theta}=\sigma_{rr}+r\sigma_{rr}'$, so
\begin{equation}
r(\sigma_{rr}+\sigma_{\theta\theta})=2r\sigma_{rr}+r^2\sigma_{rr}'=\frac{d(r^2\sigma_{rr})}{dr}.
\end{equation}
Since $\sigma_{rr}$ is continuous, the integral from $0$ to $b$ is $b^2\sigma_{rr}(b)=0$. The in-plane sum must therefore average to zero. It is $-S(1-f)$ in the core and $Sf$ in the shell, with the same weights as before, so it does.

\subsection{The thin shell and the factor of two}

Let the shell thickness $h=b-a$ be small compared with $b$. Then
\begin{equation}
1-f=\frac{(b-a)(b+a)}{b^2}=\frac{h(2b-h)}{b^2}=\frac{2h}b\left(1-\frac h{2b}\right)\approx\frac{2h}b .
\label{eq:thin}
\end{equation}
As $f\to1$, the hoop and axial stresses in the shell both tend to $S=Mm$. This is the stress of a flat film stretched equally by $m$ in two directions, with its faces free.

The core stresses can then be read from elementary force balances. A thin tube with hoop stress $S$ presses on its contents with the pressure $Sh/b$. This agrees with $(S/2)(1-f)\approx Sh/b$. The axial tension in the tube is $2\pi bh\,S$. The core must balance it over the area $\pi b^2$, which gives the compression $2Sh/b$, in agreement with $S(1-f)$. In this limit the factor of two between axial and transverse stress is the geometric ratio of these two balances. The derivation above shows that the ratio persists for every $f$ between 0 and 1.

The non-hydrostatic state can be split into a mean stress and a difference:
\begin{equation}
\frac{\sigma_{rr}+\sigma_{\theta\theta}+\sigma_{zz}}3=-\frac{2S}3(1-f),\qquad
\sigma_{zz}-\sigma_{rr}=-\frac S2(1-f).
\end{equation}
The first enters properties that respond to pressure. The second is a shear load, and it vanishes together with the first as the core relaxes.

\subsection{Strains and the size of the wire}

The axial elastic strain of the core is $e-m=-m(1-f)$. The transverse elastic strain follows from Hooke's law, with $S/E=m/(1-\nu)$:
\begin{align}
\frac{(1-\nu)\sigma_{rr}-\nu\sigma_{zz}}E
&=-\frac{S(1-f)}E\left[\frac{1-\nu}2-\nu\right]\nonumber\\
&=-m(1-f)\frac{1-3\nu}{2(1-\nu)} .
\end{align}
For $m>0$ it is negative when $\nu<1/3$ and positive when $\nu>1/3$. In the second case the core is under transverse compression and yet is wider than its stress-free size, because the lateral expansion caused by the larger axial compression outweighs the transverse squeeze. The transverse lattice strain therefore need not have the sign of the transverse stress. To obtain that stress from measured strains, Hooke's law in general needs the axial strain as well.

The outer radius changes by the sum of three contributions to $u(b)/b$. The first is the embedded field,
\begin{equation}
\frac D{b^2}=\frac{fm}2\,\frac{1+\nu}{1-\nu}.
\end{equation}
The second is the uniform dilation. Equation \eqref{eq:lm} gives $2(\lambda+\mu)=E/[(1+\nu)(1-2\nu)]$, so
\begin{equation}
C_1=\frac{Sf}2\,\frac{(1+\nu)(1-2\nu)}E=\frac{fm}2\,\frac{(1+\nu)(1-2\nu)}{1-\nu}.
\end{equation}
The third is the contraction $-\nu fm$. Adding them,
\begin{align}
\frac{u(b)}b&=\frac{fm}2\,\frac{(1+\nu)[1+(1-2\nu)]}{1-\nu}-\nu fm\nonumber\\
&=fm(1+\nu)-\nu fm=fm .
\end{align}
The wire grows by the same fraction $fm$ in length and in outer radius. For the model parameters this fraction is $0.25\times0.010=0.0025$, and the outer radius grows by $0.10$ nm.

\subsection{Elastic energy and uniqueness}

The energy per length $W$ is half the product of stress and elastic strain, integrated over the section $A_w$:
\begin{equation}
W=\frac12\int_{A_w}\sigma_{ij}\varepsilon_{ij}\,dA-\frac m2\int_{\text{core}}\sigma_{kk}\,dA .
\label{eq:W}
\end{equation}
The first integral vanishes. Its axial part is $e$ times the net axial force, which is zero. For the transverse part, use $\sigma_{\theta\theta}=(r\sigma_{rr})'$:
\begin{equation}
r\left(\sigma_{rr}u'+\sigma_{\theta\theta}\frac ur\right)=r\sigma_{rr}u'+(r\sigma_{rr})'u=(r\sigma_{rr}u)' .
\end{equation}
Since $\sigma_{rr}$ and $u$ are continuous at $r=a$, the integral is $b\sigma_{rr}(b)u(b)=0$. The core has $\sigma_{kk}=-2S(1-f)$ and area $\pi a^2$, so
\begin{equation}
W=\frac m2\,\pi a^2\,2S(1-f)=\pi a^2Mm^2(1-f).
\label{eq:energy}
\end{equation}
For a thin shell, $1-f\approx2h/b$ and $a\approx b$ give $W\approx2\pi bh\,Mm^2$. This is the shell area times $Mm^2$, the energy density of a film under equal biaxial strain $m$. At fixed outer radius, $W=\pi b^2Mm^2f(1-f)$ is largest at $f=1/2$, where core and shell have equal areas.

The same integral shows that the solution is unique among states independent of $z$ with the symmetry assumed. The difference of two solutions has no misfit, no surface traction and no axial force. Its total energy is then half the first integral in \eqref{eq:W}, which vanishes. For $E>0$ and $-1<\nu<1/2$ the energy density is positive for any nonzero strain, so the difference has no strain and no stress.

\subsection{Numbers for the model wire}

With $S=2.0$ GPa and $1-f=0.75$, the core stresses are
\begin{equation}
\sigma_{rr}=\sigma_{\theta\theta}=-0.75\ \text{GPa},\qquad
\sigma_{zz}=-2.0\times0.75=-1.50\ \text{GPa},
\end{equation}
with a mean of $-1.00$ GPa. In the shell the axial stress is $2.0\times0.25=0.50$ GPa. The hoop stress falls from $1.0\times(0.25+1)=1.25$ GPa at the interface to $1.0\times(0.25+0.25)=0.50$ GPa at the surface. Far from the ends, the largest tension is thus the hoop stress in the shell next to the core. Close to a free end, where \eqref{eq:shell} does not hold, the hoop stress in the shell of this wire rises above that value.

Since $1\ \text{GPa}\,\text{nm}^2=1$ nJ/m, the energy per length is
\begin{equation}
W=\pi\times400\times200\times10^{-4}\times0.75=18.85\ \text{nJ/m}.
\end{equation}

Keeping the core and changing the outer radius gives:
\begin{center}
\begin{tabular}{ccc}
$b$ (nm) & $f$ & core $\sigma_{zz}$ (GPa)\\
22 & 0.826 & $-0.35$\\
25 & 0.640 & $-0.72$\\
30 & 0.444 & $-1.11$\\
40 & 0.250 & $-1.50$\\
80 & 0.063 & $-1.88$\\
200 & 0.010 & $-1.98$
\end{tabular}
\end{center}
A shell 20 nm thick, equal to the core radius, already brings three quarters of the limiting stress $-S$. Further growth can add at most the remaining quarter, because the missing fraction is $f=a^2/b^2$. This holds only while the interface stays coherent, which a thick shell puts at risk. A circular prismatic dislocation loop of radius $a$ with axial Burgers vector $b_v$ releases the work $|\sigma_{zz}|\,\pi a^2b_v$. For the model wire and $b_v=0.4$ nm this is $1.50\times\pi\times400\times0.4\approx750$ GPa\,nm$^3$. The usual bulk estimate of the loop's own energy, $\mu b_v^2a\,[\ln(8a/b_v)-1]/[2(1-\nu)]$, is about 610 GPa\,nm$^3$, with a value that depends on the cutoff chosen at the dislocation line. A real wire of this size and misfit may therefore relax, and the thick-shell rows give the stress of the coherent state only.

An independent test used finite elements for three wires with free ends, with different values of $a/b$ and $\nu$. The calculation assumed rotational symmetry, but neither a uniform axial strain nor the formulas above. In the middle plane the largest difference from the derived stresses was $1.1\times10^{-3}$ of $S$. There the axial strain agreed with $fm$ to within $3\times10^{-3}$ of $m$, and the energy per length agreed with \eqref{eq:energy} to within 0.5\%.

\subsection{Where the result stops}

At a free end the axial stress must vanish, so \eqref{eq:result} cannot hold there. For the model wire, with half-length $6b$, the axial stress on the axis was compared with its value in the middle plane. The ratio is 0.41 at a distance $0.5b$ from the end, 0.83 at $b$, 0.997 at $2b$ and 1.00 at $3b$. In this wire the axial stress on the axis is thus within 1\% of its middle-plane value at a distance of one diameter from the end. A mesa whose height is comparable with its width has no such interior region, and \eqref{eq:result} should not be used for it.

Unequal moduli affect the two parts of the statement differently. The core displacement is still $u=Ar$ with a common axial strain, so the core stress remains uniform. The superpositions in Stages 3 and 4, however, relied on a homogeneous wire. The bar model shows what changes. With moduli $E_c$ and $E_s$ for core and shell, force balance reads
\begin{equation}
fE_c(e-m)+(1-f)E_se=0
\quad\Longrightarrow\quad
e=\frac{fE_cm}{fE_c+(1-f)E_s},
\end{equation}
and the core stress is
\begin{equation}
E_c(e-m)=-E_cm(1-f)\,\frac{E_s}{fE_c+(1-f)E_s}.
\end{equation}
The last factor depends on $f$ unless $E_c=E_s$. For a shell twice as stiff it is $2/(2-f)$, which rises with $f$. The finite-element cylinder with such a shell and $\nu=0.30$ in both parts shows the same trend. Its ratio $-\sigma_{zz}/[S(1-f)]$, with $S$ formed from the core modulus, is 1.29 at $f=0.25$ and 1.57 at $f=0.64$. For equal constants it would be 1 in both cases. In these two cases the stiffer shell holds the core more firmly, and the simple area law underestimates the core stress. A larger Young's modulus of the shell does not ensure this when the Poisson ratios differ: for $E_s=1.1E_c$, with $\nu=0.30$ in the core and $0.10$ in the shell, the same ratio is 0.88 at $f=0.81$.

\section*{Calculated quantities}
\begin{verbatim}
Young's modulus E = 140 GPa
Poisson ratio nu = 0.30 (dimensionless)
misfit m = 0.010 (dimensionless)
core radius a = 20 nm
outer radius b = 40 nm
area ratio f = 0.2500 (dimensionless)
biaxial modulus M = 200.0 GPa
stress scale M m = 2.000 GPa
core radial and hoop stress = -0.7500 GPa
core axial stress = -1.5000 GPa
core mean stress (trace/3) = -1.0000 GPa
shell radial stress at interface = -0.7500 GPa
shell hoop stress at interface = 1.2500 GPa
shell hoop stress at outer surface = 0.5000 GPa
shell axial stress = 0.5000 GPa
axial strain of wire f m = 0.00250 (dimensionless)
growth of outer radius f m b = 0.1000 nm
elastic energy per length = 18.850 nJ/m
Core axial stress for other outer radii, same core:
  b = 22 nm: f = 0.8264, s_zz = -0.3471 GPa
  b = 25 nm: f = 0.6400, s_zz = -0.7200 GPa
  b = 30 nm: f = 0.4444, s_zz = -1.1111 GPa
  b = 40 nm: f = 0.2500, s_zz = -1.5000 GPa
  b = 80 nm: f = 0.0625, s_zz = -1.8750 GPa
  b = 200 nm: f = 0.0100, s_zz = -1.9800 GPa
Finite-element wire, half-length 6 b, free ends, middle plane:
  core radial stress = -0.7502 GPa
  core axial stress = -1.5001 GPa
  energy per length = 18.850 nJ/m
  largest stress error, three wires = 1.1e-03 of M m
Axial stress on the axis relative to the middle plane:
  0.5 b from free end: 0.4101 (dimensionless)
  1.0 b from free end: 0.8323 (dimensionless)
  2.0 b from free end: 0.9971 (dimensionless)
  3.0 b from free end: 1.0006 (dimensionless)
Extension blocked, core axial, formula = -1.8500 GPa
Extension blocked, core axial, elements = -1.8501 GPa
Extension blocked, core radial, elements = -0.7502 GPa
Shell twice as stiff, -s_zz/[M m (1-f)] with M of the core:
  f = 0.25: 1.2943 (dimensionless)
  f = 0.64: 1.5735 (dimensionless)
\end{verbatim}
